# Channel-Independent Step Width of an Adiabatic Hard-Wall Point Contact: test program

```python
"""
Conductance steps of a smooth two-dimensional hard-wall constriction.

Result under test: walls at y = +-d(x)/2 with d(x) = d0 + x^2/R near the neck
transmit channel n, near its threshold k_n = pi n/d0, with probability
    T_n(k) = 1/(1 + exp(-pi sqrt(2 R d0) (k - k_n))),
so the 10-90 % width in Fermi wavevector k is 2 ln 9/(pi sqrt(2 R d0)) for all n.
d0: neck width, R: radius of curvature of each wall, n: channel index.
Corrections and limits of this law are computed as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

LN9 = np.log(9.0)


def law_width(d0, R):
    return 2 * LN9 / (np.pi * np.sqrt(2 * R * d0))


def law_transmission(k, n, d0, R):
    exponent = np.pi * np.sqrt(2 * R * d0) * (k - np.pi * n / d0)
    return 1 / (1 + np.exp(-np.clip(exponent, -600, 600)))


def step_width_and_middle(knob, transmission):
    """10-90 % width and half-transmission point of a rising step."""
    t = np.clip(transmission, 1e-12, 1 - 1e-12)
    low, middle, high = np.interp([-LN9, 0, LN9], np.log(t / (1 - t)), knob)
    return high - low, middle


def rk4(slope, y, x_start, steps):
    """Integrate y' = slope(x, y) from x_start down to x = 0."""
    h = -x_start / steps
    for i in range(steps):
        x = x_start + i * h
        s1 = slope(x, y)
        s2 = slope(x + h / 2, y + h / 2 * s1)
        s3 = slope(x + h / 2, y + h / 2 * s2)
        s4 = slope(x + h, y + h * s3)
        y = y + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    return y


def even_barrier_transmission(q2, x_end, steps=6000):
    """Transmission for chi'' + q2(x) chi = 0, q2 even, outgoing wave at x_end.
    The logarithmic derivative Y = chi'/chi is carried to the symmetry plane."""
    e = 1e-4
    start = q2(x_end)
    growth = (q2(x_end + e) - q2(x_end - e)) / (2 * e)
    y = rk4(lambda x, y: -q2(x) - y * y,
            1j * np.sqrt(start) - growth / (4 * start), x_end, steps)
    return y.imag**2 / abs(y)**2


def adiabatic_transmission(k, n, d0, R):
    """One channel with its full barrier (pi n/d(x))^2, x in units sqrt(R d0)."""
    length = np.sqrt(R * d0)
    top = (np.pi * n * length / d0)**2
    return even_barrier_transmission(
        lambda s: (k * length)**2 - top / (1 + s * s)**2, 8.0)


def mode_overlaps(index):
    """<f_n|df_m> and <df_n|df_m> for transverse modes, per unit d'/d."""
    u, w = np.polynomial.legendre.leggauss(140)
    u, w = (u + 1) / 2, w / 2
    phase = np.pi * np.outer(index, u)
    f = np.sqrt(2) * np.sin(phase)
    df = -(f / 2 + (u - 0.5) * np.pi * index[:, None]
           * np.sqrt(2) * np.cos(phase))
    return (f * w) @ df.T, (df * w) @ df.T


def full_transmission(k, first, R, modes=13):
    """Total transmission of the two-dimensional problem, d0 = 1, with all
    coupling among modes first, first+2, ... (one parity in y). The neck is
    exactly parabolic near x = 0 and opens smoothly into uniform leads."""
    index = first + 2.0 * np.arange(modes)
    a, b = mode_overlaps(index)
    remainder = a @ a + b
    unit = np.eye(modes)
    bend = 0.5 * np.sqrt(R)
    span = 1.554 * np.sqrt(R)
    x_end = bend + span

    def width_and_slope(x):
        if x < bend:
            s, ds = x, 1.0
        else:
            t = min((x - bend) / span, 1.0)
            s = bend + span * (t - 2.5 * t**4 + 3 * t**5 - t**6)
            ds = 1 - (10 * t**3 - 15 * t**4 + 6 * t**5)
        return 1 + s * s / R, 2 * s * ds / R

    energy = (k**2)[:, None, None] * unit

    def slope(x, y):
        d, dd = width_and_slope(x)
        r = dd / d
        z = y @ (r * a - y / 2)      # y is symmetric, a antisymmetric
        local = r * r * remainder + np.diag((np.pi * index / d)**2)
        return z + z.transpose(0, 2, 1) + local - energy

    d_lead = width_and_slope(x_end)[0]
    q = np.sqrt(k[:, None]**2 - (np.pi * index / d_lead)**2 + 0j)
    y = rk4(slope, 1j * q[:, :, None] * unit, x_end, int(x_end / 0.006))
    gamma = 2 * y.imag
    green = np.linalg.inv(2 * y)
    product = gamma @ green @ gamma @ green.conj().transpose(0, 2, 1)
    return np.trace(product, axis1=1, axis2=2).real


def full_step_width(n, R, modes=13):
    """10-90 % width of step n from the two-dimensional solution, d0 = 1."""
    k = np.pi * n + np.linspace(-3.2, 3.2, 17) / (np.pi * np.sqrt(2 * R))
    lower_channels = (n - 1) // 2
    t = full_transmission(k, 2 - n % 2, R, modes) - lower_channels
    return step_width_and_middle(k, t)[0]


# ---- inverted parabola ----
alpha = np.array([-0.3, 0.0, 0.4])
t_parabola = even_barrier_transmission(lambda x: x * x + 2 * alpha, 15.0)
assert np.allclose(t_parabola, 1 / (1 + np.exp(-2 * np.pi * alpha)), atol=1e-4)

# ---- barrier action: (pi/sqrt2)(eps + eps^2/16), eps = 1 - k/k_n ----
eps = 0.01
s_turn = np.sqrt(1 / (1 - eps) - 1)
action = quad(lambda p: np.sqrt(max(
    (1 + (s_turn * np.sin(p))**2)**-2 - (1 - eps)**2, 0.0))
    * s_turn * np.cos(p), -np.pi / 2, np.pi / 2, epsabs=1e-13)[0]
action_coefficient = (action / (np.pi / np.sqrt(2) * eps) - 1) / eps
assert abs(action_coefficient * 16 - 1) < 0.1

# ---- diagonal geometric term ----
channels = np.arange(1.0, 7.0)
_, b_all = mode_overlaps(channels)
assert np.allclose(np.diag(b_all), np.pi**2 * channels**2 / 12 + 0.25)

# ---- example: rough values for a split-gate contact in GaAs ----
d0, R = 100.0, 400.0                 # nm
mass, density = 0.067, 3e11          # electron masses, cm^-2
hbar2_me = const.hbar**2 / const.m_e / const.e * 1e18    # eV nm^2
hbar2_m = hbar2_me / mass
kB = const.k / const.e               # eV/K
kF = np.sqrt(2 * np.pi * density * 1e-14)                # 1/nm
EF = hbar2_m * kF**2 / 2
dk = law_width(d0, R)
unit_k = dk / (2 * LN9)

# ---- single channel, full barrier: width and midpoint ----
width_1d, shift_1d = {}, {}
for n in (1, 2, 4, 8):
    k = np.pi * n / d0 + unit_k * np.linspace(-3.2, 3.2, 25)
    width_1d[n], middle = step_width_and_middle(
        k, adiabatic_transmission(k, n, d0, R))
    shift_1d[n] = middle - np.pi * n / d0
    assert abs(width_1d[n] / dk - 1) < 0.03 / n
for n in (2, 4):
    predicted = -9 / (32 * (np.pi * n / d0) * R * d0)
    assert abs(shift_1d[n] / predicted - 1) < 0.05

# ---- full two-dimensional scattering ----
width_2d = np.array([full_step_width(n, R / d0) for n in (1, 2, 3, 4)]) / d0
assert np.all(abs(width_2d / dk - 1) < 0.06)
assert width_2d.max() / width_2d.min() - 1 < 0.03
coarse = full_step_width(3, R / d0, modes=9) / d0
assert abs(coarse / width_2d[2] - 1) < 0.01


def billiard_width(d, radius):
    return 2 * LN9 * np.arccosh(1 + d / radius) / (2 * np.pi * d)


sharp = np.array([full_step_width(n, 1.0) for n in (3, 4)])
sharp_billiard, sharp_law = billiard_width(1.0, 1.0), law_width(1.0, 1.0)
assert np.all(abs(sharp / sharp_billiard - 1) < 0.03)
assert np.all(abs(sharp - sharp_billiard) < abs(sharp - sharp_law))

# ---- sweep of the neck width at fixed Fermi wavevector ----
sweep = []
for n in (1, 2, 3, 4):
    d_n = np.pi * n / kF
    unit_d = np.sqrt(d_n / (2 * R)) / (np.pi * kF)
    d = d_n + unit_d * np.linspace(-3.2, 3.2, 25)
    sweep.append(step_width_and_middle(
        d, adiabatic_transmission(kF, n, d, R))[0])
    assert abs(sweep[-1] / (2 * LN9 * unit_d) - 1) < 0.03


# ---- thermal smearing of one isolated step ----
def thermal_width(n, temperature):
    k = np.pi * n / d0 * np.linspace(0.5, 1.6, 2201)
    y = np.linspace(-25, 25, 501)
    weight = 1 / np.cosh(y / 2)**2
    weight /= weight.sum()
    energy = hbar2_m * k[:, None]**2 / 2 + kB * temperature * y
    k_energy = np.sqrt(2 * np.maximum(energy, 0) / hbar2_m)
    mean = law_transmission(k_energy, n, d0, R) @ weight
    return step_width_and_middle(k, mean)[0]


assert abs(thermal_width(2, 1e-3) / dk - 1) < 0.01
thermal = {T: [thermal_width(n, T) for n in (1, 2, 3, 4)] for T in (0.1, 1.0)}
assert np.all(np.diff(thermal[1.0]) < 0)


# ---- soft walls: sides that rise by EF over a given distance ----
def soft_wall_widths(rise_distance):
    y = np.arange(-110, 110.05, 0.1)
    h = y[1] - y[0]
    force = EF / rise_distance

    def levels(d):
        wall = force * np.maximum(abs(y) - d / 2, 0)
        return eigh_tridiagonal(hbar2_m / h**2 + wall,
                                np.full(len(y) - 1, -hbar2_m / (2 * h**2)),
                                eigvals_only=True, select='i',
                                select_range=(0, 3))
    E = levels(d0)
    dE = (levels(d0 + 2) - levels(d0 - 2)) / 4
    barrier_quantum = np.sqrt(-2 * dE * hbar2_m / R)
    k = np.sqrt(2 * E / hbar2_m)
    return 2 * LN9 * barrier_quantum / (2 * np.pi * hbar2_m * k)


assert np.all(abs(soft_wall_widths(0.02) / dk - 1) < 0.03)
rise = 20.0
soft = soft_wall_widths(rise)

# ---- other neglected effects, rough inputs ----
nonparabolicity = 0.7                # 1/eV, rough
mobility = 1e6                       # cm^2/(V s), rough
free_path = const.hbar * kF * 1e9 * mobility * 1e-4 / const.e * 1e6   # um
n_all = np.arange(1, 9)
G = law_transmission(kF, n_all, d0, R).sum()
G0 = 2 * const.e**2 / const.h * 1e6
d_fil, R_fil = 1.0, 4.0              # nm, rough filament neck, free mass
fil_width = hbar2_me * np.pi / d_fil * law_width(d_fil, R_fil)


def row(values, digits=5):
    return "  ".join(f"{v:.{digits}f}" for v in values)


four = np.arange(1, 5)
E_n = hbar2_m * (np.pi * four / d0)**2 / 2
print(f"neck width d0 = {d0:.0f} nm, wall radius R = {R:.0f} nm")
print(f"effective mass = {mass} m_e, density = {density:.1e} cm^-2")
print(f"Fermi wavevector = {kF:.4f} 1/nm, Fermi energy = {EF:.5f} eV")
print(f"kF d0/pi = {kF * d0 / np.pi:.3f}")
print(f"thresholds k_n, n=1..4 (1/nm): {row(np.pi * four / d0)}")
print(f"thresholds E_n, n=1..4 (eV): {row(E_n, 6)}")
print(f"10-90 width, law = {dk:.6f} 1/nm = {dk / 10:.7f} 1/angstrom")
print(f"width / threshold spacing = {dk * d0 / np.pi:.4f}")
print(f"energy widths, n=1..4 (eV): {row(hbar2_m*np.pi*four/d0*dk, 6)}")
print(f"conductance at kF = {G:.5f} x 2e^2/h = {G * G0:.2f} uS")
print("inverted parabola, alpha = -0.3, 0, 0.4: T =", row(t_parabola))
print(f"action coefficient = {action_coefficient:.5f} (1/16 = {1/16:.5f})")
print("single channel, full barrier, n = 1, 2, 4, 8:")
print("  widths (1/nm):", row(width_1d.values(), 6))
print("  midpoint shifts (1/nm):", row(shift_1d.values(), 7))
print("  shift formula (1/nm):",
      row([-9 / (32 * np.pi * n * R) for n in width_1d], 7))
print("full two-dimensional solution, n = 1..4:")
print("  widths (1/nm):", row(width_2d, 6))
print("  widths / law:", row(width_2d / dk, 4))
print(f"  billiard form = {billiard_width(d0, R):.6f} 1/nm,"
      f" / law = {billiard_width(d0, R) / dk:.4f}")
print("sharp neck R = d0, width times d0:")
print("  two-dimensional, n = 3, 4:", row(sharp, 4))
print(f"  billiard form = {sharp_billiard:.4f}, law = {sharp_law:.4f}")
print("neck-width sweep at kF, 10-90 widths, n=1..4 (nm):", row(sweep, 3))
print("neglected effects:")
for T, values in thermal.items():
    print(f"  widths at {T} K, n=1..4 (1/nm):", row(values, 6))
crossover = hbar2_m * np.pi * four / d0 * unit_k / kB
print("  T where thermal = quantum width, n=1..4 (K):", row(crossover, 3))
print(f"  soft walls rising by EF over {rise:.0f} nm, n=1..4 (1/nm):")
print("   ", row(soft, 6), " / law:", row(soft / dk, 3))
print(f"  non-parabolic mass change at EF, rough = "
      f"{200 * nonparabolicity * EF:.2f} % (at {nonparabolicity} 1/eV)")
print(f"  mean free path = {free_path:.1f} um at {mobility:.0e} cm2/Vs")
print(f"filament scale: d0 = {d_fil} nm, R = {R_fil} nm, free mass")
print(f"  energy width of step 1 = {fil_width:.4f} eV")
print(f"  thermal 10-90 width at 300 K = {2 * LN9 * kB * 300:.4f} eV")
print("all tests passed")
```

It prints:

```
neck width d0 = 100 nm, wall radius R = 400 nm
effective mass = 0.067 m_e, density = 3.0e+11 cm^-2
Fermi wavevector = 0.1373 1/nm, Fermi energy = 0.01072 eV
kF d0/pi = 4.370
thresholds k_n, n=1..4 (1/nm): 0.03142  0.06283  0.09425  0.12566
thresholds E_n, n=1..4 (eV): 0.000561  0.002245  0.005051  0.008980
10-90 width, law = 0.004945 1/nm = 0.0004945 1/angstrom
width / threshold spacing = 0.1574
energy widths, n=1..4 (eV): 0.000177  0.000353  0.000530  0.000707
conductance at kF = 3.99997 x 2e^2/h = 309.92 uS
inverted parabola, alpha = -0.3, 0, 0.4: T = 0.13182  0.50000  0.92507
action coefficient = 0.06293 (1/16 = 0.06250)
single channel, full barrier, n = 1, 2, 4, 8:
  widths (1/nm): 0.004931  0.004942  0.004945  0.004945
  midpoint shifts (1/nm): -0.0002238  -0.0001119  -0.0000559  -0.0000280
  shift formula (1/nm): -0.0002238  -0.0001119  -0.0000560  -0.0000280
full two-dimensional solution, n = 1..4:
  widths (1/nm): 0.004795  0.004835  0.004842  0.004844
  widths / law: 0.9695  0.9778  0.9790  0.9796
  billiard form = 0.004848 1/nm, / law = 0.9803
sharp neck R = d0, width times d0:
  two-dimensional, n = 3, 4: 0.9146  0.9173
  billiard form = 0.9211, law = 0.9891
neck-width sweep at kF, 10-90 widths, n=1..4 (nm): 1.718  2.433  2.982  3.444
neglected effects:
  widths at 0.1 K, n=1..4 (1/nm): 0.005080  0.004979  0.004961  0.004954
  widths at 1.0 K, n=1..4 (1/nm): 0.012069  0.007445  0.006222  0.005713
  T where thermal = quantum width, n=1..4 (K): 0.467  0.933  1.400  1.866
  soft walls rising by EF over 20 nm, n=1..4 (1/nm):
    0.004363  0.004333  0.004276  0.004177  / law: 0.882  0.876  0.865  0.845
  non-parabolic mass change at EF, rough = 1.50 % (at 0.7 1/eV)
  mean free path = 9.0 um at 1e+06 cm2/Vs
filament scale: d0 = 1.0 nm, R = 4.0 nm, free mass
  energy width of step 1 = 0.1184 eV
  thermal 10-90 width at 300 K = 0.1136 eV
all tests passed
```
